# Disordered local moments: binary-alloy medium, direct correlation function and susceptibility

**Setting.** A lattice of $N$ sites has one orbital per site, nearest-neighbour hopping $-t$, coordination number $z_c$ and band $\varepsilon_{\mathbf k}$. Each site carries a classical unit vector $\mathbf e_i$:
$$H=H_0+\sum_iV_i,\qquad V_i=-\Delta\,\mathbf e_i\cdot\boldsymbol\sigma_i .$$
The coupling $\Delta$ and the chemical potential $\mu$ are fixed. The vectors $\mathbf e_i$ have unit length by definition; the electron polarisation they induce may depend on the configuration. A field adds $-\sum_i\mathbf b_i\cdot\mathbf e_i$ and does not act on the electrons. Units are Hartree atomic units, $k_B=1$, $\beta=1/T$, $z=i\omega_n+\mu$, $\omega_n=(2n+1)\pi T$; tr is a trace over spin, Tr over spin and sites.

The $\mathbf e_i$ are numbers, so the electrons can be traced out at fixed orientations, and a configuration has weight $\exp[-\beta(\Omega-\sum_i\mathbf b_i\cdot\mathbf e_i)]$ with $\Omega=-T\,\mathrm{Tr}\ln(1+e^{-\beta(H-\mu)})$. Up to an orientation-independent constant, $\Omega=-T\sum_n\mathrm{Tr}\ln(z-H)$. Under a change $\delta H$ the first form changes by $\mathrm{Tr}[f(H)\delta H]$, with $f$ the Fermi function, and the second by $\mathrm{Tr}[(f-\tfrac12)\delta H]$, because $T\sum_n(z-\varepsilon)^{-1}=f(\varepsilon)-\tfrac12$ under symmetric summation; a rotation of moments has $\mathrm{Tr}\,\delta H=0$.

### (a) Find the best distribution of product form $P_0=\prod_iP_i(\mathbf e_i)$.

**Solution.** With $E=\Omega-\sum_i\mathbf b_i\cdot\mathbf e_i$, write $Z=\langle e^{-\beta E-\ln P_0}\rangle_0$. Convexity of the exponential gives $Z\ge e^{-\beta\langle E\rangle_0-\langle\ln P_0\rangle_0}$, the Feynman–Peierls–Bogoliubov bound
$$F\le\langle\Omega\rangle_0+T\sum_i\int P_i\ln P_i-\sum_i\mathbf b_i\cdot\mathbf m_i,\qquad\mathbf m_i=\int P_i\,\mathbf e .$$
Varying $P_i(\mathbf e)$ at fixed normalisation gives $w_i(\mathbf e)+T\ln P_i-\mathbf b_i\cdot\mathbf e=$ const, with $w_i=\delta\langle\Omega\rangle_0/\delta P_i(\mathbf e)$, so
$$P_i(\mathbf e)\propto\exp[-\beta(w_i(\mathbf e)-\mathbf b_i\cdot\mathbf e)].\tag{1}$$
This is the mean-field step: correlations between orientations on different sites are dropped.

### (b) Construct the single-site coherent-potential approximation (CPA) to $\langle\Omega\rangle_0$.

**Solution.** Choose any site-diagonal $2\times2$ matrices $\Sigma_i(z)$, set $G=(z-H_0-\Sigma)^{-1}$ and $v_i=V_i-\Sigma_i$, and split $G=G_d+G'$ into site-diagonal and off-diagonal parts. Define $t_i=v_i(1-G_{ii}v_i)^{-1}$. Since $t(1-G_dv)=v$, one has $1-Gv=(1-G't)(1-G_dv)$, and $z-H=G^{-1}(1-Gv)$. With $a_i=G_{ii}^{-1}+\Sigma_i$, the inverse cavity Green function, $1-G_{ii}v_i=(a_i-\Sigma_i)^{-1}(a_i-V_i)$. Hence, with no approximation,
$$\mathrm{Tr}\ln(z-H)=\mathrm{Tr}\ln G^{-1}+\sum_i\mathrm{tr}\left[\ln(a_i-V_i)-\ln(a_i-\Sigma_i)\right]+\mathrm{Tr}\ln(1-G't).\tag{2}$$
The CPA drops the last term and averages the rest: $\Omega^{\rm CPA}=-T\sum_n\Phi$,
$$\Phi=\mathrm{Tr}\ln(z-H_0-\Sigma)-\sum_i\mathrm{tr}\ln(a_i-\Sigma_i)+\sum_i\int P_i\,\mathrm{tr}\ln(a_i+\Delta\mathbf e\cdot\boldsymbol\sigma).$$
Treat $\Sigma_i$ and $a_i$ as independent and use $\delta\,\mathrm{tr}\ln M=\mathrm{tr}\,M^{-1}\delta M$. Stationarity in $\Sigma_i$ and in $a_i$ gives
$$G_{ii}=(a_i-\Sigma_i)^{-1}=\int P_i\,(a_i+\Delta\mathbf e\cdot\boldsymbol\sigma)^{-1}.\tag{3}$$
The first equality restores the definition of $a_i$. Since $(a_i-V_i)^{-1}=(G_{ii}^{-1}-v_i)^{-1}=G_{ii}+G_{ii}t_iG_{ii}$, the second says $\langle t_i\rangle=0$, and for a product $P_0$ this averages to zero every part of the dropped term in which some site occurs only once. The first order, $\mathrm{Tr}\,G't$, vanishes for any $t$ because $G'$ has no site-diagonal part; the second and third orders (site sequences $ij$ and $ijk$, cyclic neighbours distinct) vanish by $\langle t_i\rangle=0$, so the neglected part starts at fourth order with $ijij$. By stationarity the implicit dependence on $P_i$ drops out of the first derivative:
$$w_i(\mathbf e)=-T\sum_n\mathrm{tr}\ln(a_i+\Delta\mathbf e\cdot\boldsymbol\sigma).\tag{4}$$
With $\Omega^{\rm CPA}$ in place of $\langle\Omega\rangle_0$, the functional of (a) is no longer a guaranteed bound.

### (c) Show that for $\langle\mathbf e\rangle=0$ the medium is that of a binary alloy, and find $\Sigma$ and $t(\mathbf e)$.

**Solution.** Try $\Sigma$, $a$ and $G_{ii}=g$ proportional to the unit spin matrix. Because $(\mathbf e\cdot\boldsymbol\sigma)^2=1$, the operators $\Pi_\pm=(1\pm\mathbf e\cdot\boldsymbol\sigma)/2$ are projectors and $V=-\Delta\Pi_++\Delta\Pi_-$. A scalar medium commutes with them, so
$$t(\mathbf e)=t_+\Pi_++t_-\Pi_-=\tfrac12(t_++t_-)+\tau\,\mathbf e\cdot\boldsymbol\sigma,\qquad t_\pm=\frac{\mp\Delta-\Sigma}{1-g(\mp\Delta-\Sigma)},$$
with $\tau=(t_+-t_-)/2$. The t-matrix is linear in $\mathbf e$. When $\langle\mathbf e\rangle=0$, the condition $\langle t\rangle=0$ becomes $\tfrac12t_++\tfrac12t_-=0$, the CPA equation of a 50:50 alloy of levels $-\Delta$ and $+\Delta$. An electron of given spin in a crystal of random up and down moments sees this alloy. No other moment of $P$ enters, so isotropy is not needed.

Multiplying out $(a+\Delta\mathbf e\cdot\boldsymbol\sigma)(a-\Delta\mathbf e\cdot\boldsymbol\sigma)=a^2-\Delta^2$ gives
$$(a+\Delta\mathbf e\cdot\boldsymbol\sigma)^{-1}=g-d\,\mathbf e\cdot\boldsymbol\sigma,\qquad g=\frac a{a^2-\Delta^2},\quad d=\frac\Delta{a^2-\Delta^2}.\tag{5}$$
The scalar part is $G_{ii}$ by (3). Then $\Sigma=a-1/g=\Delta^2/a$, and comparison with $g+g\,t\,g$ gives $t=\tau\,\mathbf e\cdot\boldsymbol\sigma$,
$$\tau=-\frac d{g^2}=-\Delta\left(1-\frac{\Delta^2}{a^2}\right).$$
The equations close with $g=N^{-1}\sum_{\mathbf k}(z-\Sigma-\varepsilon_{\mathbf k})^{-1}$. Terms at $\pm\omega_n$ are complex conjugates, so the density is $n=2(\tfrac12+T\sum_ng)=1+4T\sum_{n\ge0}\mathrm{Re}\,g$, and the electron polarisation along the local moment is $s=T\sum_n\mathrm{tr}[\mathbf e\cdot\boldsymbol\sigma(g-d\,\mathbf e\cdot\boldsymbol\sigma)]=-4T\sum_{n\ge0}\mathrm{Re}\,d$. Each site is polarised although the medium is not.

This shows that the scalar solution exists, not that it is unique. In the numerical check a $2\times2$ matrix CPA on a six-site ring, started from a non-scalar guess, reaches the alloy value within $4\times10^{-15}$ Ha for an isotropic and an anisotropic $P$.

### (d) Does the equivalence survive exact averaging? Compare the moments $\mu_n=\langle\mathrm{Tr}H^n\rangle/2N$.

**Solution.** Anticommutation of the Pauli matrices gives, for a vector $\mathbf A$,
$$(\mathbf e\cdot\boldsymbol\sigma)(\mathbf A\cdot\boldsymbol\sigma)(\mathbf e\cdot\boldsymbol\sigma)=2(\mathbf e\cdot\mathbf A)\,\mathbf e\cdot\boldsymbol\sigma-\mathbf A\cdot\boldsymbol\sigma .$$
For $\mathbf A=\hat{\mathbf z}$ and $\langle e_ze_x\rangle=\langle e_ze_y\rangle=0$,
$$\langle\mathbf e\cdot\boldsymbol\sigma\,\sigma_z\,\mathbf e\cdot\boldsymbol\sigma\rangle=\kappa\sigma_z,\qquad\kappa=2\langle e_z^2\rangle-1,\tag{6}$$
which is $-\tfrac13$ on the sphere (for every direction of $\mathbf A$), $0$ on a circle containing $\hat{\mathbf z}$, and $+1$ for up-down moments.

The exact resolvent is $G+G\,(t+tG't+tG'tG't+\dots)\,G$, in which consecutive sites differ. For inversion-symmetric $P$, a site that occurs an odd number of times averages to zero, since $t$ is odd in $\mathbf e$. This removes the first, second, third and fifth orders and leaves at fourth order the sequence $ijij$, with spin factor $\langle\mathbf e_i\cdot\boldsymbol\sigma\,\mathbf e_j\cdot\boldsymbol\sigma\,\mathbf e_i\cdot\boldsymbol\sigma\rangle\,\mathbf e_j\cdot\boldsymbol\sigma=\kappa$. This value holds for the sphere, the circle and up-down moments, where (6) applies with the same $\kappa$ along every direction $\mathbf e_j$ can take; for a general inversion-symmetric $P$ the identity above, averaged over both sites, gives $2\sum_{ab}\langle e_ae_b\rangle^2-1$ in place of $\kappa$. The trace of the term per site and spin is $\kappa\tau^4\sum_j(G^2)_{ji}G_{ij}G_{ji}G_{ij}$. At large $z$, $\tau\to-\Delta$, $G_{ij}\to-t/z^2$ for neighbours, and $(G^2)_{ji}\to-\partial_zG_{ji}=-2t/z^3$, so the term is $2\kappa z_ct^4\Delta^4/z^9$. Sixth-order terms carry five factors $G'$ and two outer $G$, so they fall at least as $z^{-12}$. The averaged resolvent is $\sum_n\mu_n/z^{n+1}$, so the CPA has $\mu_0,\dots,\mu_7$ right and
$$\mu_8^{\rm exact}-\mu_8^{\rm CPA}=2\kappa z_ct^4\Delta^4 .$$
For a five-site ring, $z_c=2$ and $\Delta=1.5t$ give $4\kappa\times5.0625\,t^8$: $-6.75\,t^8$ on the sphere and $+20.25\,t^8$ for up-down moments, as diagonalisation confirms, on a CPA value of $1967.63\,t^8$. The equivalence is a property of the single-site approximation.

### (e) Derive the direct correlation function $S_{ij}=-\partial^2\Omega^{\rm CPA}/\partial m_i\partial m_j$ in the paramagnetic state.

**Solution.** Perturb $P_j\to P+\delta P_j$. In (3) the source is $\int\delta P_j(g-d\,\mathbf e\cdot\boldsymbol\sigma)=-d\,\mathbf m_j\cdot\boldsymbol\sigma$, since $\int\delta P_j=0$: at linear order the medium responds to the $l=1$ harmonic of $\delta P_j$ alone. Take $\mathbf m_j=m_j\hat{\mathbf z}$. The linearised equations map $\sigma_z$ onto $\sigma_z$ by (6), so write the changes as $\delta a_i\sigma_z$, $\delta\Sigma_i\sigma_z$, $\delta G_i\sigma_z$. From (4) and (5),
$$\delta w_i(\mathbf e)=-T\sum_n\mathrm{tr}[(g-d\,\mathbf e\cdot\boldsymbol\sigma)\sigma_z]\,\delta a_i=-h_ie_z,\qquad h_i=-2T\sum_nd\,\delta a_i ,$$
using $\mathrm{tr}\,\sigma_z=0$ and $\mathrm{tr}(\mathbf e\cdot\boldsymbol\sigma\,\sigma_z)=2e_z$. The response is also pure $l=1$. A further change of $P_i$ alters $\Omega^{\rm CPA}$ by $\int\delta P_i\,\delta w_i=-h_i\,\delta m_i$, so $h_i=-\partial\Omega^{\rm CPA}/\partial m_i=\sum_jS_{ij}m_j$ is the Weiss field.

Three linear relations follow from $\delta M^{-1}=-M^{-1}\delta M\,M^{-1}$. The orientation average in (3) gives
$$\delta G_i=-d\,m_i-(g^2+\kappa d^2)\,\delta a_i,$$
because $\langle(g-d\,\mathbf e\cdot\boldsymbol\sigma)\sigma_z(g-d\,\mathbf e\cdot\boldsymbol\sigma)\rangle=(g^2+\kappa d^2)\sigma_z$, the cross terms vanishing with $\langle\mathbf e\rangle$. The first equality of (3) gives $\delta G_i=-g^2(\delta a_i-\delta\Sigma_i)$. The lattice gives $\delta G_i=\sum_jG_{ij}G_{ji}\,\delta\Sigma_j$, or after Fourier transformation
$$\delta G=(g^2+Y)\,\delta\Sigma,\qquad Y(\mathbf q)=\sum_{j\ne i}G_{ij}G_{ji}\,e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .$$
Insert $\delta\Sigma=\delta G/(g^2+Y)$ into the second relation: $\delta G\,Y/(g^2+Y)=-g^2\delta a$, so $\delta G=-g^2\delta a-g^4\delta a/Y$. Equating this with the first relation cancels $g^2\delta a$ and leaves $(g^4/Y-\kappa d^2)\,\delta a=d\,m$, so $\delta a=d\,mY/(g^4-\kappa d^2Y)$. With $d^2/g^4=\tau^2$,
$$S(\mathbf q)=-2T\sum_n\frac{\tau^2Y(\mathbf q)}{1-\kappa\,\tau^2Y(\mathbf q)}.\tag{7}$$
The numerator is scattering between two moments through the disordered medium. The denominator is a vertex correction: the spin signal rescatters from intermediate moments and is multiplied by $\kappa$ each time. An up-down scatterer passes $\sigma_z$ unchanged; a randomly oriented one returns $-\sigma_z/3$ on average. The ingredients $\tau$ and $Y$ come from the binary alloy, but the alloy's own concentration response, $\kappa=1$, is not the response of moments on the sphere.

On the six-site ring ($t=0.01$, $\Delta=0.015$, $\mu=-0.004$, $T=0.003$ Ha, eight positive frequencies) finite differences of $\Omega^{\rm CPA}$ give $S(\pi)=3.2801$, $3.1443$ and $2.7504\times10^{-3}$ Ha for sphere, circle and up-down, each matching (7) with its own $\kappa$ and, over the four wave vectors tested, not with the other two.

Time reversal makes $\Omega$ even in $m$, so $\partial^2\Omega/\partial m\,\partial\mu=0$ at $m=0$. The Legendre transform to fixed electron number corrects $S$ by a term quadratic in this mixed derivative, so $S$ is unchanged.

### (f) To what order is (7) exact? Find its weak- and strong-coupling limits.

**Solution.** Compare with the exact $\langle\Omega\rangle_0$ on the sphere. In (2), with the paramagnetic medium, $\mathrm{tr}\ln(a-V_i)=\ln(a^2-\Delta^2)$ does not depend on $\mathbf e_i$, so the orientation dependence sits in $\mathrm{Tr}\ln(1-G't)=-\sum_p\mathrm{Tr}(G't)^p/p$. For the coefficient of $m_im_j$, $i\ne j$, sites $i$ and $j$ must occur an odd and all others an even number of times, so $p$ is even, and cyclic neighbours differ. Write $Y_{ij}=G_{ij}G_{ji}$, $Y_{ii}=0$. At $p=2$ the words $ij$ and $ji$ give $-\tfrac12\cdot2\cdot2\tau^2Y_{ij}m_im_j$, the second 2 being $\mathrm{tr}\,\sigma_z^2$. At $p=4$ the allowed words are the four rotations of $ikjk$, $k\ne i,j$, and (6) gives $-\tfrac14\cdot4\cdot2\kappa\tau^4Y_{ik}Y_{kj}m_im_j$. The pair term of $\langle\Omega\rangle_0$ is $-S_{ij}m_im_j$, so
$$S_{ij}=-2T\sum_n\Big[\tau^2Y_{ij}+\kappa\tau^4\sum_kY_{ik}Y_{kj}+O(\tau^6)\Big],$$
which are the first two terms of the expansion of (7). The next term of (7), $\kappa^2\tau^6Y_{ik}Y_{kl}Y_{lj}$, allows $l=i$ and averages that visit as if it were a new site. At the same order (7) lacks the crossed words such as $ikljkl$, whose factor $G_{ik}G_{kl}G_{lj}G_{jk}G_{kl}G_{li}$ is not a product of $Y$; both defects enter at $\tau^6$. Against exact averages on the five-site ring at one complex frequency, the absolute error of $S_{ij}$ scales as $\Delta^{5.95}$ with $\kappa=-\tfrac13$ and as $\Delta^{3.97}$ with $\kappa=1$.

The exact $\langle\Omega\rangle_0$ is linear in each $P_i$, so $S_{ii}=0$. Equation (7) gives $S_{ii}=-2T\sum_n\kappa\tau^4\sum_kY_{ik}^2+\dots$, a spurious self-interaction (computed power 3.98). The expansion is in powers of $\tau G_{ij}$, $i\ne j$, whose square is $\tau^2Y_{ij}$; where these are not small, this argument does not limit the error of (7).

*Weak coupling.* Here $\tau\to-\Delta$, $\Sigma\to0$, and $g^2+Y=N^{-1}\sum_{\mathbf k}G_{\mathbf k}G_{\mathbf k+\mathbf q}$, whose average over $\mathbf q$ is $g^2$. Partial fractions give $-T\sum_nG_{\mathbf k}G_{\mathbf k+\mathbf q}=(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})$, whose $\mathbf k$ average is the Lindhard function $\chi_0(\mathbf q)$ per spin. Thus $S\to2\Delta^2[\chi_0(\mathbf q)-\langle\chi_0\rangle_{\mathbf q}]$, the RKKY interaction; both sides of the test give $-4.4751\,\Delta^2$/Ha at the zone corner.

*Strong coupling, $\mu=0$, $\Delta\gg t,T$.* Now $a\approx i\omega$, $|g|=|\omega|/(\omega^2+\Delta^2)\le1/2\Delta$, so an expansion in $gt$ holds: $G_{ij}\approx-g^2t$ for neighbours and $\tau^2Y_{ij}=d^2t^2$ with $d=-\Delta/(\omega^2+\Delta^2)$. The vertex term enters $S(\mathbf q)$ only at order $t^4$, so it does not affect the leading result. With $T\sum_n\to\int d\omega/2\pi$ and $\int d\omega\,(\omega^2+\Delta^2)^{-2}=\pi/2\Delta^3$,
$$S_{\rm nn}=-2t^2\Delta^2\cdot\frac1{2\pi}\cdot\frac\pi{2\Delta^3}=-\frac{t^2}{2\Delta},$$
antiferromagnetic superexchange. For $t=0.01$, $\Delta=1$ Ha, (7) gives $-4.998\times10^{-5}$ Ha against $-5.000\times10^{-5}$ Ha.

### (g) Obtain $\chi(\mathbf q)=\partial m/\partial b$, and examine its sum rule.

**Solution.** To first order (1) is $P_i=(4\pi)^{-1}[1+\beta(h_i+b_i)e_z]$, so $m_i=(\beta/3)(h_i+b_i)$. With $h=Sm$ this reads $(3T-S)\,m=b$:
$$\chi(\mathbf q)=\frac1{3T-S(\mathbf q)}.\tag{8}$$
This is the Ornstein–Zernike form: $S$ is the difference between the inverse response of a free moment, $3T$, and that of the coupled system. It is called direct because correlations handed on by the response of third moments are not contained in $S$; they arise on inverting $3T-S$. Up-down moments have $\langle e_z^2\rangle=1$ and $\chi=1/(T-S_{\kappa=1})$, different in both terms. On the ring, solving (1), (3) and (4) in a small staggered field gives $174.828$ Ha$^{-1}$, equal to (8). In mean field the paramagnet becomes unstable at $3T^*=\max_{\mathbf q}S(\mathbf q;T^*)$; a first-order transition above $T^*$ would not show in (8).

Differentiating the exact weight gives $\chi_{ij}=\beta\langle e_i^ze_j^z\rangle$, so $\langle\chi\rangle_{\mathbf q}=\chi_{ii}=1/3T$. Equation (8) violates this: $3T\langle\chi\rangle_{\mathbf q}=1+S_{ii}/3T+\langle S^2\rangle_{\mathbf q}/9T^2+\dots$. The Onsager correction removes from $h_i$ a reaction field $\Lambda m_i$, the part induced by moment $i$ itself:
$$\chi=\frac1{3T-S+\Lambda},\qquad\Big\langle\frac{3T}{3T-S+\Lambda}\Big\rangle_{\mathbf q}=1 .$$
A $\mathbf q$-independent $\Lambda$ is an ansatz. A constant added to $S$ shifts $\Lambda$ equally, so $S_{ii}$ cancels. With $\delta S=S-S_{ii}$ and $A=3T+\Lambda-S_{ii}$, the condition is $1/A+\langle\delta S^2\rangle/A^3+\dots=1/3T$, so at high temperature $\Lambda\approx S_{ii}+\langle\delta S^2\rangle_{\mathbf q}/3T$.

The classical Heisenberg chain, $E=-J\sum\mathbf e_i\cdot\mathbf e_{i+1}$, $S=2J\cos q$, measures the gain. Averaging one end spin at a time gives $\langle\mathbf e_0\cdot\mathbf e_r\rangle=u^{|r|}$, $u=\coth x-1/x=x/3-x^3/45+\dots$, $x=\beta J$. Summing the geometric series,
$$\chi(0)^{-1}=3T\,\frac{1-u}{1+u}=3T(1-2u+2u^2-2u^3+\dots)=3T-2J+\tfrac23\beta J^2-\tfrac4{45}\beta^2J^3+\dots$$
Mean field stops at $-2J$. The Onsager term is $\Lambda=2J^2/3T$, with no $\beta^2J^3$ part because $\langle\cos^3q\rangle=0$. The errors of $\chi(0)^{-1}$ therefore scale as $1/T$ and $1/T^2$; the computed powers are 1.00 and 1.98. For the electron model the improvement is not tested.

### (h) Evaluate the theory for a simple cubic lattice, $t=0.01$ Ha, $\Delta=0.03$ Ha, at $\mu=-0.04$ Ha and $\mu=0$.

**Solution.** These are round model parameters. A $20^3$ grid is used, and $\mathbf q^*$ is the maximum on that grid; a finer grid with more frequencies is tested to move $S$ at the zone centre and corner by less than $10^{-3}$ of $S(\mathbf q^*)$. Points X, M, R are $(\pi,0,0)$, $(\pi,\pi,0)$, $(\pi,\pi,\pi)$. Values of $S$ below are in $10^{-3}$ Ha.

*Case $\mu=-0.04$ Ha.* Here $n=0.378$, $s=0.329$, and $S$ at $0$, X, M, R is $1.644$, $0.978$, $-0.460$, $-3.628$. The instability is ferromagnetic, $T^*=1.644\times10^{-3}/3=5.48\times10^{-4}$ Ha, or 173 K. At $\omega_0=\pi T^*$, $a=-0.0344+0.0169i$ Ha, and $\Sigma=\Delta^2a^*/|a|^2=0.612\,a^*=-0.0211-0.0103i$ Ha. The shells compete: $S_{ii}+6S_{100}+12S_{110}=0.018+2.480-1.092=1.406$, which leaves about $0.24$ for farther shells. With $\tau^2Y(\mathbf q^*,\omega_0)=-0.160-0.044i$ the vertex is modest: $S(0)=1.644$, $1.613$, $1.526$ for $\kappa=-\tfrac13,0,1$. At $1.5T^*$, $3T=2.466$, $S(0)=1.638$ and $\Lambda=0.346$, so
$$\chi(0)=\frac{10^3}{2.466-1.638}\approx1208,\qquad\chi_{\rm Ons}(0)=\frac{10^3}{0.828+0.346}\approx852\ \mathrm{Ha}^{-1},$$
against 406 Ha$^{-1}$ for a free moment. Since $S(0)$ falls by 0.3% from $T^*$ to $1.5T^*$, (8) is close to a Curie–Weiss law over this range.

*Case $\mu=0$.* Here $n=1$, $s=0.834$, and $S$ at $0$, X, M, R is $-4.70$, $-2.00$, $1.71$, $7.82$. The instability is at R, $T^*=7.823\times10^{-3}/3=2.61\times10^{-3}$ Ha, or 823 K. At $\omega_0$, $a=0.0161i$ Ha, $\Sigma=0.0009/0.0161i=-0.0559i$ Ha, $\tau=-0.03(1+3.47)=-0.134$ Ha and $\tau^2Y(\mathrm R)=-0.4285$. The summand of (7), $-2\tau^2Y/(1-\kappa\tau^2Y)$, is $0.857/0.857=1.00$ on the sphere and $0.857/1.429=0.60$ for up-down moments. After the frequency sum $S(\mathrm R)=7.82$, $6.99$, $5.43$ for $\kappa=-\tfrac13,0,1$: the alloy vertex would lower $S$ to 0.69 of its value. The neighbour coupling $S_{100}=-0.99$ is well short of $-t^2/2\Delta=-1.67$, so $\Delta=3t$ at this temperature is outside the superexchange limit. At $1.5T^*$, $3T=11.734$, $S(\mathrm R)=7.235$, $S(0)=-4.326$, $\Lambda=0.566$, giving $\chi(\mathrm R)=10^3/4.499=222$ and $\chi(0)=10^3/16.06=62$ Ha$^{-1}$ in mean field, $197$ and $60$ Ha$^{-1}$ with $\Lambda$, around the free value 85 Ha$^{-1}$.

The sum rule is violated more in the ferromagnetic case: $3T\langle\chi\rangle_{\mathbf q}=1.19$ and $\Lambda/3T=0.14$, against $1.05$ and $0.048$. The leading term of $\Lambda$ weighs $\delta S^2$ of either sign, and at $\mu=-0.04$ Ha $|S(\mathrm R)|$ is more than twice $S(\mathbf q^*)$, which sets the temperature scale; that this accounts for the difference is a conjecture, as the expansion is not converged at $1.5T^*$. The spurious $S_{ii}$ is 1.1% of $S(\mathbf q^*)$ in both cases. At $T^*$ the largest $|\tau^2Y|$ over all wave vectors and frequencies is above 0.4 in both cases (at $\mu=-0.04$ Ha it lies away from $\mathbf q^*$), so the small $S_{ii}$ does not certify the other CPA errors. The values of $T^*$ are mean-field CPA instability temperatures of this model, which omits quantum spin and with it Kondo screening, changes of moment length, and the Zeeman coupling of the electrons.

## Table of computed values

```
ring N=6: t=0.01 Delta=0.015 mu=-0.004 T=0.003 Ha, 8 frequencies
max|Sigma(matrix, <e>=0) - Sigma(binary)| = 3.6e-15 Ha
sphere: S(pi) from Omega 3.280094e-03, formula 3.280095e-03 Ha
planar: S(pi) from Omega 3.144345e-03, formula 3.144345e-03 Ha
up-down: S(pi) from Omega 2.750440e-03, formula 2.750438e-03 Ha
ring chi(pi): self-consistent 174.8280, 1/(3T-S) 174.8281 1/Ha
ring N=5, Delta/t=1.5: CPA mu8 = 1967.6289 t^8
sphere: exact mu8 - CPA mu8 = -6.7500 t^8
up-down: exact mu8 - CPA mu8 = 20.2500 t^8
power of Delta: S_ij error kappa=-1/3 5.95, kappa=1 3.97; CPA S_ii 3.98
RKKY limit at R: S/Delta^2 -4.4751, Lindhard -4.4751 1/Ha
Delta=1 Ha, mu=0: S_nn -4.9982e-05, -t^2/(2Delta) -5.0000e-05 Ha
chain 1/chi(0) error, power of 1/T: mean field 1.00, Onsager 1.98
EXAMPLE simple cubic t=0.01 Ha, Delta=0.03 Ha, 20^3 k points
-- mu = -0.04 Ha: q* = [0.0, 0.0, 0.0] pi/lattice constant
T* = 5.47990e-04 Ha = 173.0 K
n = 0.3782 electrons/site, s = 0.3295
w0 = 1.72156e-03 Ha, a = -0.03442+0.01689j Ha, Sigma = -0.02108-0.01034j Ha
tau(w0) = -0.01876+0.01453j Ha, tau^2 Y(q*,w0) = -0.1596-0.0440j
S(q*): kappa=-1/3 1.64397e-03, 0 1.61290e-03, 1 1.52634e-03 Ha
S(q*) ratio kappa=1 to kappa=-1/3: 0.9284
S(0) 1.64397e-03, S(X) 9.78344e-04, S(M) -4.59832e-04, S(R) -3.62821e-03 Ha
S_ii 1.7861e-05, S_100 4.1338e-04, S_110 -9.0971e-05 Ha
1.5T* = 8.21985e-04 Ha: S(q*) 1.63839e-03, S(0) 1.63839e-03, Lambda 3.46403e-04 Ha
free 1/(3T) 405.5 1/Ha; mean-field 3T<chi>_q 1.1898
chi(q*): mean field 1208.4, Onsager 851.8 1/Ha
chi(0): mean field 1208.4, Onsager 851.8 1/Ha
-- mu = 0.0 Ha: q* = [1.0, 1.0, 1.0] pi/lattice constant
T* = 2.60762e-03 Ha = 823.4 K
n = 1.0000 electrons/site, s = 0.8343
w0 = 8.19207e-03 Ha, a = -0.00000+0.01611j Ha, Sigma = -0.00000-0.05588j Ha
tau(w0) = -0.13409+0.00000j Ha, tau^2 Y(q*,w0) = -0.4285+0.0000j
S(q*): kappa=-1/3 7.82285e-03, 0 6.99224e-03, 1 5.43307e-03 Ha
S(q*) ratio kappa=1 to kappa=-1/3: 0.6945
S(0) -4.70060e-03, S(X) -1.99545e-03, S(M) 1.70544e-03, S(R) 7.82285e-03 Ha
S_ii 8.7562e-05, S_100 -9.8680e-04, S_110 1.0158e-04 Ha
1.5T* = 3.91142e-03 Ha: S(q*) 7.23535e-03, S(0) -4.32558e-03, Lambda 5.66006e-04 Ha
free 1/(3T) 85.2 1/Ha; mean-field 3T<chi>_q 1.0538
chi(q*): mean field 222.3, Onsager 197.4 1/Ha
chi(0): mean field 62.3, Onsager 60.1 1/Ha
```
